# Variance of a Fitted Arrhenius Energy and Best Two-Temperature Test Split, part 1

(Sections cited here and not found follow in the second part.)

## First half: the variance and the equal split

### One line in each oven

Take two nominally identical metal lines. One is stressed in a cold oven at absolute temperature $T_c$, the other in a hot oven at $T_h>T_c$, with the same current density in both. Each is run until it fails. The two lifetimes give an activation energy, and the first question is how far that energy can be trusted.

The model for a lifetime $t$ at temperature $T$ is

$$
y\equiv\ln\frac{t}{t_0}=a+Eb+\sigma e,\qquad b=\frac{1}{k_BT}.
$$

Here $t_0$ is a fixed unit of time, $a$ is a constant, $E$ is the activation energy and $e$ is a normal random number with mean zero and variance one. Different lines have independent values of $e$. Changing $t_0$ adds the same constant to every $y$, so it changes $a$ and leaves $E$ alone. In atomic units $E$ and $k_BT$ are in hartree and $b$ is in inverse hartree. Since only the product $Eb$ enters, the same formulas hold with both energies in eV, which is how numbers are given here.

The logarithm of the lifetime is normal, so the lifetime is lognormal. The median of $e$ is zero and the exponential is an increasing function, so the median lifetime is $t_0e^{a+Eb}$. The number $\sigma$ has no unit. A line that is one standard deviation above the middle of its population lives longer than the median by the factor $e^\sigma$. For now $\sigma$ is the same in both ovens, the temperatures are known, and one failure mechanism acts.

Subtract the two log lifetimes. The constant $a$ drops out:

$$
y_c-y_h=E(b_c-b_h)+\sigma(e_c-e_h).
$$

Define $D=b_c-b_h$, which is positive because the cold oven has the larger $b$. The estimate and its error are

$$
E_{\rm fit}=\frac{y_c-y_h}{D}=E+\frac{\sigma(e_c-e_h)}{D}.
$$

The error has mean zero. The variances of the two independent terms add, despite the minus sign between them, because each coefficient is squared:

$$
\operatorname{Var}(E_{\rm fit})=\frac{2\sigma^2}{D^2}.
$$

The size of $D$ follows from

$$
D=\frac{1}{k_BT_c}-\frac{1}{k_BT_h}=\frac{T_h-T_c}{k_BT_cT_h}.
$$

When the two temperatures approach each other, $D$ goes to zero and the error diverges: scatter in lifetime is then being divided by a vanishing lever arm.

For numbers, take $T_c=523$ K, $T_h=598$ K, $E=0.90$ eV and $\sigma=0.40$. These are rough values in the regime of electromigration in copper damascene lines. Then $b_c=22.19$ and $b_h=19.41$ per eV, and $D=2.783$ per eV when the difference is taken before rounding. One line in each oven gives a standard error of

$$
\frac{\sqrt2\times0.40}{2.783}\ \text{eV}=0.20\ \text{eV}.
$$

That is more than a fifth of the energy itself. More lines are needed, and the next question is where to put them.

### Several lines in each oven

Let $n_c$ lines be tested cold and $n_h$ hot, with mean log lifetimes $\bar y_c$ and $\bar y_h$. A straight line fitted by least squares predicts some value $m_c=a+Eb_c$ in the cold oven. For the cold data,

$$
\sum_{i\in c}(y_i-m_c)^2=\sum_{i\in c}(y_i-\bar y_c)^2+n_c(\bar y_c-m_c)^2.
$$

To see this, write $y_i-m_c=(y_i-\bar y_c)+(\bar y_c-m_c)$ and square. The cross term vanishes because the deviations from a mean sum to zero. The hot data obey the same identity.

The first term on the right doesn't depend on the fitted line. The second is smallest, namely zero, when $m_c=\bar y_c$. A straight line has two free constants, and $b_c\ne b_h$, so it can satisfy $m_c=\bar y_c$ and $m_h=\bar y_h$ together. The fitted line therefore passes through both means, and

$$
E_{\rm fit}=\frac{\bar y_c-\bar y_h}{D}.
$$

Giving one oven a different positive weight multiplies its whole sum by a constant. Both second terms can still be made zero, so the estimate is unchanged.

The mean of $n$ independent values, each of variance $\sigma^2$, has variance

$$
\operatorname{Var}\left(\frac1n\sum_{i=1}^n y_i\right)=\frac{1}{n^2}\,n\sigma^2=\frac{\sigma^2}{n}.
$$

The two means are independent, hence

$$
\boxed{\operatorname{Var}(E_{\rm fit})=\frac{\sigma^2}{D^2}\left(\frac1{n_c}+\frac1{n_h}\right)}
$$

With $n_c=n_h=1$ this returns $2\sigma^2/D^2$. If $n_h$ grows without limit while $n_c$ is held fixed, the variance tends to $\sigma^2/(n_cD^2)$ and not to zero. Perfect knowledge of the hot lifetime can't repair a poorly known cold one.

### Dividing a fixed number of tests

Suppose that each test costs the same in either oven. A fixed budget then buys a fixed number $N=n_c+n_h$ of tests. Put the two fractions over a common denominator:

$$
\frac1{n_c}+\frac1{n_h}=\frac{n_h+n_c}{n_cn_h}=\frac{N}{n_cn_h}.
$$

The variance is smallest when the product $n_cn_h$ is largest. Subtracting the expansions of $(n_c+n_h)^2$ and $(n_c-n_h)^2$ gives

$$
4n_cn_h=N^2-(n_c-n_h)^2,
$$

and so

$$
\operatorname{Var}(E_{\rm fit})=\frac{4N\sigma^2}{D^2\,[N^2-(n_c-n_h)^2]}.
$$

The imbalance $n_c-n_h$ enters through its square alone. For even $N$ it can be zero, and the best allocation is half the tests in each oven:

$$
\boxed{n_c=n_h=\frac N2,\qquad \operatorname{Var}_{\min}(E_{\rm fit})=\frac{4\sigma^2}{ND^2}}
$$

For odd $N$ the smallest possible imbalance is one, in either direction. Two splits tie, with variance $4N\sigma^2/[D^2(N^2-1)]$.

The result can also be read one test at a time. Move a single test from the hot oven to the cold one. The sum of reciprocals changes by

$$
\left(\frac1{n_c+1}-\frac1{n_c}\right)+\left(\frac1{n_h-1}-\frac1{n_h}\right)
=-\frac1{n_c(n_c+1)}+\frac1{n_h(n_h-1)}.
$$

This is negative, and the move pays, when $n_c(n_c+1)<(n_h-1)n_h$. Both sides have the form $m(m+1)$, with $m=n_c$ on the left and $m=n_h-1$ on the right, so the condition is $n_c<n_h-1$. Moving a test from the fuller oven to the emptier one lowers the variance as long as the counts differ by more than one.

The split doesn't depend on $E$, on $\sigma$ or on the two temperatures. The scatter and the temperatures set the size of the error, which doesn't depend on $E$ either. The equal split follows from the common scatter and the common cost.

For a cold share $f=n_c/N$, the product is $n_cn_h=N^2f(1-f)$. Relative to the minimum variance at the same $N$, the variance is

$$
\frac{\operatorname{Var}}{\operatorname{Var}_{\min}}=\frac{1}{4f(1-f)}.
$$

With $f=\tfrac12+\delta$ this becomes $1/(1-4\delta^2)$. It is flat near the optimum and diverges when either oven is emptied. If a damaged sample leaves a small imbalance, the imbalance therefore adds little to the cost of having one test fewer.

As a test, the covariance matrix of the least-squares constants was computed for every split of 40 tests with at least one in each oven. The smallest energy variance occurred at 20 cold tests and agreed with the boxed formula. For 41 tests, the splits with 20 and 21 cold tests tied for the minimum.

### Numbers for forty tests

With $N=40$,

$$
\operatorname{Var}_{\min}=\frac{4\times0.40^2}{40\times2.783^2}\ \text{eV}^2=0.00207\ \text{eV}^2.
$$

The standard error is the square root, $0.0455$ eV, or $0.00167$ hartree. Relative to the assumed energy of 0.90 eV it is about 5 percent.

Putting 10 tests in the cold oven and 30 in the hot one gives $f=0.25$ and a variance ratio of $1/(4\times0.25\times0.75)=1.333$. The standard error rises to $0.0525$ eV. To recover the lost precision at this uneven split, one would need a third more tests.

The number of tests for a target standard error $s_E$ follows by solving $s_E^2=4\sigma^2/(ND^2)$ for $N$. For $s_E=0.02$ eV,

$$
N=\frac{4\sigma^2}{s_E^2D^2}=\frac{4\times0.40^2}{0.02^2\times2.783^2}=206.6,
$$

so 207 tests are needed. This number is odd, but the factor $N^2/(N^2-1)$ by which the odd case exceeds the even formula is too close to one to matter here. Halving the error takes four times as many tests. Doubling $D$ would do the same with no extra test, provided that the mechanism stays the same over the wider range. In practice that is a large step. It takes a hot oven near 698 K, or a cold oven near 465 K, where the median life is about 12 times that at 523 K.

### Any set of temperatures

Now let test $i$ have its own $b_i$. Least squares minimizes

$$
Q(a,E)=\sum_{i=1}^N(y_i-a-Eb_i)^2.
$$

Setting the derivatives with respect to $a$ and $E$ to zero, and dropping the common factor $-2$, gives

$$
\sum_i(y_i-a-Eb_i)=0,\qquad \sum_i b_i(y_i-a-Eb_i)=0.
$$

The first equation says $a=\bar y-E\bar b$, where bars denote means over all tests. Multiply the first equation by $\bar b$, subtract it from the second, and insert this $a$:

$$
\sum_i(b_i-\bar b)\,[\,y_i-\bar y-E(b_i-\bar b)\,]=0.
$$

The term in $\bar y$ vanishes because $\sum_i(b_i-\bar b)=0$. With

$$
S=\sum_i(b_i-\bar b)^2
$$

the solution is

$$
E_{\rm fit}=\frac1S\sum_i(b_i-\bar b)y_i.
$$

It is a minimum because $Q$ is a sum of squares, quadratic in $a$ and $E$, with a single stationary point when $S>0$.

Insert $y_i=a+Eb_i+\sigma e_i$. The constant $a$ multiplies $\sum_i(b_i-\bar b)=0$. The energy multiplies $\sum_i(b_i-\bar b)b_i=\sum_i(b_i-\bar b)^2=S$, where subtracting $\bar b$ from the last factor changes nothing for the same reason. What remains is

$$
E_{\rm fit}=E+\frac{\sigma}{S}\sum_i(b_i-\bar b)e_i.
$$

The average error is zero, so the estimate is unbiased. Independence removes the cross terms from the variance:

$$
\boxed{\operatorname{Var}(E_{\rm fit})=\frac{\sigma^2}{S^2}\sum_i(b_i-\bar b)^2=\frac{\sigma^2}{S}}
$$

This holds at any finite $N$ with $S>0$. It used the independence and the common finite variance of the errors, but not their normal shape.

The two-oven result must come back. There $\bar b=(n_cb_c+n_hb_h)/N$, so $b_c-\bar b=n_hD/N$ and $b_h-\bar b=-n_cD/N$. Therefore

$$
S=n_c\frac{n_h^2D^2}{N^2}+n_h\frac{n_c^2D^2}{N^2}=\frac{n_cn_hD^2}{N},
$$

which reproduces the earlier variance.

The general formula was also tested by simulation, with 3, 4 and 5 lines at 523, 560 and 598 K. Over 200,000 simulated experiments, the variance of the fitted energies was 0.998 times the formula.

Could intermediate temperatures do better than two ovens at the ends of the allowed range? Let every $b_i$ lie between $b_h$ and $b_c$, and let $b_m$ be the midpoint. A sum of squared deviations is smallest about the mean, so

$$
S\le\sum_i(b_i-b_m)^2\le N\left(\frac D2\right)^2.
$$

For even $N$ the equal split at the two ends reaches this upper limit. Within this model no other placement has a smaller variance. The price is that two ovens can't reveal curvature, since a straight line passes through any two means. Moving a third of the tests to the midpoint, with the remaining tests shared equally by the same two end temperatures, gives $S=(2N/3)(D/2)^2=ND^2/6$. The variance is then 1.5 times the two-oven minimum.

### Could another estimator do better?

Changing variables from $y$ to $t$ brings in the factor $dy/dt=1/t$. The log likelihood of the lifetimes is therefore

$$
\ell=-\sum_i\ln t_i-N\ln\sigma-\frac N2\ln(2\pi)-\frac{Q(a,E)}{2\sigma^2}.
$$

At any $\sigma$, its maximum over $a$ and $E$ is the minimum of $Q$. Maximum likelihood and least squares give the same energy.

Let $G$ be any other unbiased estimator of $E$ with finite variance. Write $z_i=(y_i-a-Eb_i)/\sigma$. The derivatives of $\ell$ are

$$
\frac{\partial\ell}{\partial a}=\frac1\sigma\sum_i z_i,\qquad
\frac{\partial\ell}{\partial E}=\frac1\sigma\sum_i b_iz_i.
$$

Unbiasedness means $\langle G\rangle=E$ for all $a$ and $E$. For this normal family one may differentiate under the average. Since the derivative of a probability density is the density times the derivative of its logarithm,

$$
\left\langle G\,\frac{\partial\ell}{\partial a}\right\rangle=0,\qquad
\left\langle G\,\frac{\partial\ell}{\partial E}\right\rangle=1.
$$

Combine them into $u=\partial\ell/\partial E-\bar b\,\partial\ell/\partial a=\sigma^{-1}\sum_i(b_i-\bar b)z_i$. Then $\langle Gu\rangle=1$, $\langle u\rangle=0$ and $\operatorname{Var}(u)=S/\sigma^2$. The square of a covariance can't exceed the product of the variances, so

$$
1\le\operatorname{Var}(G)\frac{S}{\sigma^2},\qquad \operatorname{Var}(G)\ge\frac{\sigma^2}{S}.
$$

Least squares attains this bound. An unknown $\sigma$ doesn't alter the argument, which applies at each value of $\sigma$.

## Second half: other aims, other costs and real errors

The log lifetime is $y=a+Eb+\sigma e$ with $b=1/(k_BT)$. The cold and hot ovens hold $n_c$ and $n_h$ tests, $N=n_c+n_h$, and $D=b_c-b_h$. The fitted line passes through the two mean log lifetimes, so $E_{\rm fit}=(\bar y_c-\bar y_h)/D$. Its variance is $\sigma^2(1/n_c+1/n_h)/D^2$, or $\sigma^2/S$ for general temperatures with $S=\sum_i(b_i-\bar b)^2$. At equal cost per test the best split is equal. The example has $E=0.90$ eV, $\sigma=0.40$, $N=40$, ovens at 523 and 598 K, $D=2.783$ per eV and a minimum standard error of 0.0455 eV.

### When the scatter is estimated from the same data

In practice $\sigma$ is estimated from the residuals $r_i$ of the fit, through

$$
s^2=\frac{1}{N-2}\sum_i r_i^2.
$$

Treat the errors $e_1,\ldots,e_N$ as the components of a vector. Its probability density depends only on its length, so its components along any set of perpendicular unit vectors are again independent standard normal numbers. Choose the first unit vector with all components $1/\sqrt N$, and the second with components $(b_i-\bar b)/\sqrt S$. They are perpendicular because $\sum_i(b_i-\bar b)=0$.

These two directions span all straight lines in $b$. The fit removes them, and the residual vector contains the other $N-2$ components. The component along the second direction is

$$
Z=\frac1{\sqrt S}\sum_i(b_i-\bar b)e_i=\frac{(E_{\rm fit}-E)\sqrt S}{\sigma}.
$$

Hence $Z$ is independent of $s$, and $(N-2)s^2/\sigma^2$ is a sum of $N-2$ squared standard normal numbers. The mean of that sum is $N-2$, which explains the divisor. The ratio

$$
\frac{E_{\rm fit}-E}{s/\sqrt S}=\frac{Z}{s/\sigma}
$$

is, by definition, a Student variable with $N-2$ degrees of freedom.

For 40 tests the two-sided 95 percent factor is 2.024. If the estimated scatter happens to be 0.40, the half-width is $2.024\times0.0455=0.092$ eV. With large $N$ the factor tends to the normal value, because $s$ tends to $\sigma$.

The difference matters for small experiments. In 200,000 simulated experiments with four tests in each oven, the Student interval contained the true energy in 95.0 percent of cases. The interval built with the normal factor did so in 90.2 percent.

For tests of equal cost and equal scatter, an equal split between the two ovens gives the smallest variance of the fitted energy, and a Student interval allows for a scatter estimated from the same data. What remains is to treat unequal scatter or cost, the lifetime in use, stopped tests, a weak subpopulation, and the temperature and model errors that more tests don't remove.
